# Dispersion coefficients of S-state atoms from multipole polarizabilities

## 1. One dipole transition on each atom

Take two neutral atoms, A and B, a distance $R$ apart along $z$. Each has a nondegenerate S ground state and one excited P level, at energies $\omega_A$ and $\omega_B$ above the ground state. Hartree atomic units are used throughout. The leading interaction is that of two dipoles,

$$V_{11}=\frac{\mu_x\mu'_x+\mu_y\mu'_y-2\mu_z\mu'_z}{R^3},$$

where the prime marks atom B. Section 3 recovers this expression from the general expansion.

The three P states can be chosen so that $\mu_x$ reaches one of them, $\mu_y$ the second and $\mu_z$ the third, all with the same matrix element: $d$ on A and $d'$ on B. From the joint ground state, $V_{11}$ then reaches three joint states, with amplitudes $dd'/R^3$, $dd'/R^3$ and $-2dd'/R^3$. All three lie at energy $\omega_A+\omega_B$, so second-order perturbation theory gives

$$E_2=-\frac{(1+1+4)\,d^2d'^2}{(\omega_A+\omega_B)R^6}.$$

The static dipole polarizability is $\alpha=2d^2/\omega_A$ for A and $\alpha'=2d'^2/\omega_B$ for B. Hence $d^2d'^2=\alpha\alpha'\omega_A\omega_B/4$, and $E_2=-C_6/R^6$ with

$$C_6=\frac{3}{2}\,\alpha\alpha'\,\frac{\omega_A\omega_B}{\omega_A+\omega_B}.$$

The general result has the same two ingredients. The number 6 is geometry, summed over magnetic quantum numbers. The energy denominator couples the two atoms, and a frequency integral will separate them.

## 2. Result and conventions

Let $C_{lm}=\sqrt{4\pi/(2l+1)}\,Y_{lm}$, with the Condon–Shortley phase. The multipole moments of an atom about its nucleus are

$$Q_{lm}=\sum_i q_i\,r_i^l\,C_{lm}(\theta_i,\phi_i),$$

where the sum covers electrons and nucleus. The axes at the two atoms are parallel, and $z$ points from A to B. With excitation energies $\omega_n$, the polarizability at imaginary frequency is

$$\alpha_l(i\omega)=2\sum_n\frac{\omega_n\,|\langle n|Q_{l0}|0\rangle|^2}{\omega_n^2+\omega^2}.$$

The sum includes the continuum. At $\omega=0$, a perturbation $\lambda Q_{l0}$ lowers the energy by $\tfrac12\alpha_l\lambda^2$ to second order in $\lambda$.

For neutral atoms in orbitally nondegenerate S ground states, without overlap, exchange or retardation, the second-order energy has the following expansion for large $R$. It is used with a finite number of terms, because the full sum can diverge. Section 6 shows this for two hydrogen atoms at every $R$:

$$E_2=-\sum_{l,L\ge1}\frac{C(l,L)}{R^{2l+2L+2}},$$

$$C(l,L)=\frac{(2l+2L)!}{2\pi\,(2l)!\,(2L)!}\int_0^\infty\alpha_l^A(i\omega)\,\alpha_L^B(i\omega)\,d\omega .\tag{1}$$

The prefactor belongs to this normalization of $Q_{lm}$. If a code uses moments $\lambda_lQ_{lm}$, its polarizabilities carry an extra factor $\lambda_l^2$ and must be divided by it before they enter (1).

## 3. The interaction in multipole form

### Generating function

For a point $\mathbf r=(x,y,z)$ and a parameter $t$, define

$$w(\mathbf r)=z-\frac t2(x+iy)+\frac1{2t}(x-iy)=\mathbf k\cdot\mathbf r .$$

The components of $\mathbf k$ are $k_x=\tfrac12(1/t-t)$, $k_y=-\tfrac i2(t+1/t)$ and $k_z=1$. Therefore

$$\mathbf k\cdot\mathbf k=\tfrac14(1/t-t)^2-\tfrac14(t+1/t)^2+1=-1+1=0 .$$

It follows that $\nabla^2w^l=l(l-1)w^{l-2}\,\mathbf k\cdot\mathbf k=0$, so $w^l$ is a harmonic polynomial of degree $l$ for every $t$. A rotation about $z$ that multiplies $x+iy$ by $e^{i\phi_0}$ has the same effect as replacing $t$ by $te^{i\phi_0}$. The coefficient of $t^m$ thus varies as $e^{im\phi}$ and must be proportional to $r^lC_{lm}$:

$$w^l=\sum_{m=-l}^{l}t^mN_m\,r^lC_{lm}.$$

The raising operator $L_+=e^{i\phi}(\partial_\theta+i\cot\theta\,\partial_\phi)$ fixes the constants. It gives $L_+z=-(x+iy)$, $L_+(x-iy)=2z$ and $L_+(x+iy)=0$, so

$$L_+w=\frac zt-(x+iy)=\frac wt+\partial_tw .$$

The second equality follows by inserting $w$: the terms in $(x-iy)/t^2$ cancel. Since $L_+$ is a first-order derivative,

$$L_+w^l=lw^{l-1}L_+w=\left(\frac lt+\partial_t\right)w^l .$$

The right side contains $t^m$ with the factor $l+m+1$ times the coefficient of $t^{m+1}$ in $w^l$. On the left, $L_+C_{lm}=\sqrt{(l-m)(l+m+1)}\,C_{l,m+1}$. Comparing the coefficients of $t^m$ gives

$$\frac{N_{m+1}}{N_m}=\sqrt{\frac{l-m}{l+m+1}} .$$

On the positive $z$ axis, $w^l=z^l$, $C_{l0}=1$ and the other $C_{lm}$ vanish, so $N_0=1$. The recursion is then solved by $N_m=l!/\sqrt{(l+m)!(l-m)!}$, and

$$\frac{w^l}{l!}=\sum_mt^mS_{lm},\qquad S_{lm}(\mathbf r)=\frac{r^lC_{lm}}{\sqrt{(l+m)!(l-m)!}} .$$

### Addition theorem

Let $\mathbf a$ be the position of a charge relative to nucleus A, and $\mathbf b$ that of a charge relative to nucleus B. Because $w$ is linear, $w(\mathbf a-\mathbf b)=w(\mathbf a)-w(\mathbf b)$, and the binomial theorem gives

$$\frac{w(\mathbf a-\mathbf b)^n}{n!}=\sum_{l+L=n}(-1)^L\,\frac{w(\mathbf a)^l}{l!}\,\frac{w(\mathbf b)^L}{L!}.$$

The terms independent of $t$ on both sides are

$$S_{n0}(\mathbf a-\mathbf b)=\sum_{l+L=n}(-1)^L\sum_mS_{lm}(\mathbf a)\,S_{L,-m}(\mathbf b).$$

### Two-centre expansion

The vector from the charge on A to the charge on B is $R\hat{\mathbf z}-\mathbf c$ with $\mathbf c=\mathbf a-\mathbf b$. For $c<R$ the Legendre expansion reads

$$\frac1{|R\hat{\mathbf z}-\mathbf c|}=\sum_n\frac{c^nP_n(\cos\theta_c)}{R^{n+1}}=\sum_n\frac{n!\,S_{n0}(\mathbf c)}{R^{n+1}},$$

because $C_{n0}=P_n$. Inserting the addition theorem, multiplying by the charges and summing over all pairs gives

$$V=\sum_{l,L}\frac{(-1)^L}{R^{l+L+1}}\sum_mg_m\,Q^A_{lm}Q^B_{L,-m},\tag{2}$$

$$g_m=\frac{(l+L)!}{\sqrt{(l+m)!(l-m)!(L+m)!(L-m)!}},\qquad|m|\le\min(l,L).$$

The moment $Q_{00}$ is the total charge. It vanishes for a neutral atom, so the sums start at $l=L=1$. For an ion it survives. An ion next to a neutral atom adds an induction energy that starts at $R^{-4}$, and two ions also have a first-order Coulomb energy proportional to $1/R$.

For $l=L=1$ the coefficients are $g_0=2$ and $g_{\pm1}=1$. With $Q_{1,\pm1}=\mp(\mu_x\pm i\mu_y)/\sqrt2$, the terms $m=\pm1$ add up to $-(\mu_x\mu'_x+\mu_y\mu'_y)$. The sign $(-1)^L=-1$ then reproduces $V_{11}$ of Section 1.

The condition $c<R$ fails in the tails of the electron clouds. Using (2) for all electron positions is the neglect of overlap, and it restricts the result to large $R$.

## 4. Second-order energy

### Selection by angular momentum

An S state has zero orbital angular momentum, so $Q_{lm}|0\rangle$ has orbital quantum numbers $l$ and $m$. The spins are spectators because $V$ does not act on them. Three consequences follow.

- For $l\ge1$, $\langle0|Q_{lm}|0\rangle=0$. The first-order energy vanishes, and so do second-order terms in which one atom stays in its ground state.
- A joint excited state with quantum numbers $(l,m)$ on A and $(L,-m)$ on B is reached by one term of (2). Different terms therefore do not interfere.
- By the Wigner–Eckart theorem, $|\langle n;lm|Q_{lm}|0\rangle|^2$ does not depend on $m$, since the Clebsch–Gordan coefficient for coupling zero with $l$ to $l$ is 1. Call this strength $s_n$ on A and $s'_k$ on B.

The contribution of one pair $(l,L)$ is therefore

$$C(l,L)=\Big(\sum_mg_m^2\Big)\sum_{n,k}\frac{s_ns'_k}{\omega_n+\omega_k},\tag{3}$$

where $n$ and $k$ run over levels, each counted once.

For an atom in a P or D state all three consequences fail in general. From a P state, for example, the dipole and the octupole operator both reach D levels, so those terms interfere. The interaction then depends on orientation, and (1) does not apply.

### Sum over $m$

Write the factorials as binomial coefficients:

$$\sum_mg_m^2=\frac{[(l+L)!]^2}{(2l)!(2L)!}\sum_m\binom{2l}{l+m}\binom{2L}{L-m}.$$

The remaining sum is the coefficient of $u^{l+L}$ in $(1+u)^{2l}(1+u)^{2L}$, with $u^{l+m}$ taken from the first factor and $u^{L-m}$ from the second. The product is $(1+u)^{2l+2L}$, so the coefficient equals $(2l+2L)!/[(l+L)!]^2$. Hence

$$\sum_mg_m^2=\frac{(2l+2L)!}{(2l)!(2L)!}.$$

For $l=L=1$ this is $24/4=6$, the geometric number of Section 1.

### Separation of the atoms

For positive $a\ne b$, partial fractions give

$$\int_0^\infty\frac{d\omega}{(a^2+\omega^2)(b^2+\omega^2)}=\frac1{b^2-a^2}\left(\frac\pi{2a}-\frac\pi{2b}\right)=\frac\pi{2ab(a+b)},$$

and continuity covers $a=b$. Therefore

$$\frac1{a+b}=\frac2\pi\int_0^\infty\frac{ab\,d\omega}{(a^2+\omega^2)(b^2+\omega^2)} .$$

Set $a=\omega_n$ and $b=\omega_k$ in (3). Both are positive because each atom is in its ground state. The sum over $n$ becomes $\sum_n\omega_ns_n/(\omega_n^2+\omega^2)=\tfrac12\alpha_l^A(i\omega)$, and the sum over $k$ becomes $\tfrac12\alpha_L^B(i\omega)$. The numerical factor is $\frac2\pi\cdot\frac14=\frac1{2\pi}$, which yields (1).

## 5. The factors in $C_6$, $C_8$ and $C_{10}$

The prefactors of (1) are

- $l=L=1$: $\dfrac{4!}{2\pi\cdot2\cdot2}=\dfrac{24}{8\pi}=\dfrac3\pi$
- $l=1,\ L=2$: $\dfrac{6!}{2\pi\cdot2\cdot24}=\dfrac{720}{96\pi}=\dfrac{15}{2\pi}$
- $l=1,\ L=3$: $\dfrac{8!}{2\pi\cdot2\cdot720}=\dfrac{40320}{2880\pi}=\dfrac{14}\pi$
- $l=L=2$: $\dfrac{8!}{2\pi\cdot24\cdot24}=\dfrac{40320}{1152\pi}=\dfrac{35}\pi$

The power $2l+2L+2$ equals 6, 8 and 10 for $l+L=2,3,4$. With all integrals over $\omega$ from 0 to $\infty$ and all polarizabilities taken at $i\omega$,

$$C_6=\frac3\pi\int\alpha_1^A\alpha_1^B\,d\omega,$$

$$C_8=\frac{15}{2\pi}\int\left(\alpha_1^A\alpha_2^B+\alpha_2^A\alpha_1^B\right)d\omega,$$

$$C_{10}=\frac{14}\pi\int\left(\alpha_1^A\alpha_3^B+\alpha_3^A\alpha_1^B\right)d\omega+\frac{35}\pi\int\alpha_2^A\alpha_2^B\,d\omega .$$

For like atoms the two mixed terms are equal, so each mixed integral counts twice.

Higher orders of perturbation theory do not change these coefficients. In third order each atom is acted on by three multipole operators and must return to its ground state. That state has definite parity, so the three ranks on each atom must have an even sum. The smallest possible sum is 4, not 3. The power of $1/R$ is the sum of all ranks plus one for each interaction, hence at least $4+4+3=11$. In fourth order the ranks sum to at least 4 on each atom, and the power is at least $4+4+4=12$. In order $p$ the power is at least $3p$, which is larger still for $p>4$.

Retardation is a separate limit. The formulas assume an instantaneous interaction, so $R$ must be small compared with $c/\omega_n$ for the important transitions, where $c$ is now the speed of light. The error grows gradually. For two hydrogen atoms $c/\omega_n$ is 365 bohr for the lowest transition, and retardation weakens the $C_6$ term by 0.14% at $R=20$ bohr and by 16% at $R=365$ bohr.

## 6. Implementation

### Checking the normalization

Hydrogen has closed static polarizabilities that expose a wrong convention. Let $H_0$, $E_0$ and $\psi_0\propto e^{-r}$ be its Hamiltonian, ground energy and ground state. For $F=f(r)C_{l0}$, the product rule and $\nabla\psi_0=-\hat{\mathbf r}\psi_0$ give

$$(H_0-E_0)F\psi_0=\left(-\tfrac12\nabla^2F+\partial_rF\right)\psi_0 .$$

Choose $f=r^l/l+r^{l+1}/(l+1)$. The first part is harmonic and contributes $r^{l-1}$ through $\partial_r$. For the second part, $\nabla^2(r^{l+1}C_{l0})=2(l+1)r^{l-1}C_{l0}$, so it contributes $-r^{l-1}+r^l$. The sum is $r^l$, so $F\psi_0$ solves $(H_0-E_0)F\psi_0=r^lC_{l0}\psi_0$. Since $C_{l0}^2$ averages to $1/(2l+1)$ over the sphere,

$$\alpha_l(0)=2\langle r^lC_{l0}F\rangle=\frac2{2l+1}\left[\frac{\langle r^{2l}\rangle}l+\frac{\langle r^{2l+1}\rangle}{l+1}\right],\qquad\langle r^k\rangle=\frac{(k+2)!}{2^{k+1}} .$$

For $l=1$ this is $\frac23(3+\frac{7.5}2)=4.5$. For $l=2$ and $l=3$ it gives 15 and 131.25.

The same formula shows that the series for $E_2$ diverges. For hydrogen every excitation energy is at least $3/8$, so $\frac1{a+b}=\frac1{ab}\cdot\frac1{1/a+1/b}\ge\frac3{16ab}$. With $\sum_ns_n/\omega_n=\tfrac12\alpha_l(0)$, equation (3) gives $C(l,L)\ge\tfrac3{64}\big(\sum_mg_m^2\big)\alpha_l(0)\alpha_L(0)$. Since $\alpha_L(0)$ contains $(2L+2)!/2^{2L+1}$, the lower bound on $C(1,L)/R^{2L+4}$ grows without limit as $L\to\infty$ for any fixed $R$, and all terms have the same sign. The sum must therefore be cut off, and the number of useful terms depends on $R$. With the terms collected by powers of $1/R$, the smallest one is the $R^{-38}$ term at $R=20$ bohr and the $R^{-18}$ term at $R=10$ bohr. At $R=4$ bohr the $R^{-8}$ term is already larger than the $R^{-6}$ term.

### Frequency integral

The substitution $\omega=\omega_0(1+v)/(1-v)$ maps $-1<v<1$ onto the half-line, with $d\omega=2\omega_0\,dv/(1-v)^2$. Gauss–Legendre points in $v$ then serve. If the discrete levels of a basis are available, (3) gives the same coefficient without any integration. The numerical check uses 200 points with $\omega_0=1$. It tests (1) against the double sum, with the geometric factor taken from a direct expansion of the Coulomb interaction.

### Two hydrogen atoms

The atoms are nonrelativistic with fixed nuclei, and their radial spectra come from 25 Laguerre functions for each $l$. Write $I_{lL}$ for the frequency integral in (1). The computed values are $I_{11}=6.805765$, $I_{12}=26.05408$, $I_{13}=241.2984$ and $I_{22}=101.8966$, all in atomic units. Then

$$C_6=\frac3\pi(6.805765)=6.49903,$$

$$C_8=2\cdot\frac{15}{2\pi}(26.05408)=2(62.1995)=124.399,$$

$$C_{10}=2\cdot\frac{14}\pi(241.2984)+\frac{35}\pi(101.8966)=2(1075.31)+1135.21=3285.83 .$$

In other units, $C_6=3.8833\ \text{eV Å}^6$. The quadrupole–quadrupole term supplies about 35% of $C_{10}$, so it cannot be dropped in favour of the dipole–octupole terms.

At $R=20$ bohr the three energies are

$$-\frac{C_6}{R^6}=-1.01547\times10^{-7},\quad-\frac{C_8}{R^8}=-4.859\times10^{-9},\quad-\frac{C_{10}}{R^{10}}=-3.21\times10^{-10}$$

hartree. Their sum is $-1.0673\times10^{-7}$ hartree, or $-2.904\ \mu$eV. Relative to the $C_6$ term, the $C_8$ term is 4.8% and the $C_{10}$ term 0.3%. The squared overlap of the two 1s orbitals is $1.0\times10^{-13}$ at this distance. These digits belong to the three-term sum for fixed nuclei, not to the full interaction energy. The sum leaves out higher powers of $1/R$, exchange, nuclear motion, retardation and relativistic effects.

### Unlike atoms and the choice of basis

Let B now be a one-electron model atom with potential $-(1+e^{-2r})/r$, the field of a nucleus of charge $+2$ screened by a fixed cloud of charge $-1$, so that the net charge seen at large $r$ is $+1$ (the lowest state overlaps this cloud, so the model is a test case and not a picture of a valence electron outside a core). It is less polarizable than hydrogen, with static $\alpha_1=0.730$ and $\alpha_2=1.132$. The two parts of $C_8$ are now different:

- dipole on hydrogen, quadrupole on the model atom: 6.158
- quadrupole on hydrogen, dipole on the model atom: 15.135

Their sum is $C_8=21.293$. Doubling one part, as is correct for like atoms, would give 12.3 or 30.3.

The basis must suit the atom. Its functions are polynomials times $e^{-\beta r}$. Convergence was measured by the largest relative change of $C_6$, $C_8$ and $C_{10}$ when the basis was cut from 25 to 20 functions or $\beta$ was raised by 20%. For the model atom this change is $3.4\times10^{-11}$ with $\beta=2$, but $4.0\times10^{-3}$ with $\beta=1$. For hydrogen, $\beta=1$ gives $2.3\times10^{-14}$. The model-atom values above use $\beta=2$. An exponent that suits one atom need not suit another, so a convergence test should cover each atom.

## Numbers as computed

```
Prefactor times pi: from Coulomb angular average | from factorials
  l=1 L=1: 3.000000 | 3.000000
  l=1 L=2: 7.500000 | 7.500000
  l=1 L=3: 14.000000 | 14.000000
  l=2 L=2: 35.000000 | 35.000000
Largest cross average of different (l,L), R=1: 2.4e-14
Third-order angular average, R^-9 type: 6.2e-17
Third-order angular average, R^-10 type: 1.7e-16
Third-order angular average, R^-11 type: 0.9600
Hydrogen ground energy: -0.500000 hartree
Hydrogen static alpha_1: 4.50000 a.u.
Hydrogen static alpha_2: 15.00000 a.u.
Hydrogen static alpha_3: 131.25000 a.u.
H-H: frequency integral and contribution C(l,L), a.u.
  l=1 L=1: integral 6.80576  C 6.49903
  l=1 L=2: integral 26.05408  C 62.19954
  l=2 L=1: integral 26.05408  C 62.19954
  l=1 L=3: integral 241.29837  C 1075.30719
  l=3 L=1: integral 241.29837  C 1075.30719
  l=2 L=2: integral 101.89657  C 1135.21404
H-H C6: 6.49903 hartree bohr^6
H-H C8: 124.39908 hartree bohr^8
H-H C10: 3285.82841 hartree bohr^10
H-H C6 converted: 3.8833 eV angstrom^6
Distance R: 20.0 bohr
  -C6/R^6: -1.01547e-07 hartree
  -C8/R^8: -4.85934e-09 hartree
  -C10/R^10: -3.20882e-10 hartree
  sum of the three terms: -1.06728e-07 hartree
  sum converted: -2.9042 micro-eV
  squared overlap of the two 1s orbitals: 1.0e-13
Model atom ground energy: -0.934519 hartree
Model atom static alpha_1: 0.72961 a.u.
Model atom static alpha_2: 1.13240 a.u.
Model atom static alpha_3: 4.71546 a.u.
H-model C8 part, H dipole, model quadrupole: 6.1582 a.u.
H-model C8 part, H quadrupole, model dipole: 15.1349 a.u.
H-model C6: 1.4894 a.u.
H-model C8: 21.2931 a.u.
H-model C10: 436.4072 a.u.
Direct double sum vs formula, largest rel. difference: 4.7e-15
Largest relative change with basis, both pairs: 3.4e-11
  hydrogen basis, exponent 1.0: 2.3e-14
  model-atom basis, exponent 2.0: 3.4e-11
  model-atom basis, exponent 1.0 (not used): 4.0e-03
```
